# Decay Time of Temperature Differences in a Periodic Cascade Cell

## Problem

A collision cascade is simulated in a cubic cell of side $L=20$ nm with periodic boundaries and no thermostat. The recoil heats a small region, and the heat then spreads. Take the thermal diffusivity as uniform and constant, $D=0.1\ \mathrm{cm^2/s}$, a rough value for silicon near 1200 K.

(a) Find the 1/e time of the slowest temperature difference in the cell. Which part of the heating never decays?

(b) A deposit of 1 keV has spread to a Gaussian hot spot of width $\sigma=2.5$ nm in a cell at 1200 K. Find the temperature excess at its centre 1 ps and 5 ps later.

(c) How does the answer to (a) change with the boundaries, and how far can the diffusion model be trusted in so small a cell?

## Solution

### (a) The slowest mode

Let $c$ be the heat capacity per volume and $\kappa$ the thermal conductivity, both constant. Energy conservation is $c\,\partial T/\partial t=-\nabla\cdot\mathbf q$, and Fourier's law is $\mathbf q=-\kappa\nabla T$. With $D=\kappa/c$ they combine to

$$\frac{\partial T}{\partial t}=D\nabla^2T .$$

Integrate this over the cell. The right side becomes the net heat flow through the faces, and with periodic boundaries whatever leaves through one face enters through the opposite one. The cell average $\bar T$ is therefore constant: the average heating never decays. What can decay is the difference $T-\bar T$, which we expand in periodic waves,

$$T(\mathbf r,t)-\bar T=\sum_{\mathbf k\neq0}a_{\mathbf k}(t)\,e^{i\mathbf k\cdot\mathbf r},\qquad \mathbf k=\frac{2\pi}{L}(n_1,n_2,n_3),$$

with integer $n_i$, so that each wave repeats after a distance $L$ along each axis. Since $\nabla^2e^{i\mathbf k\cdot\mathbf r}=-k^2e^{i\mathbf k\cdot\mathbf r}$, each amplitude obeys

$$\frac{da_{\mathbf k}}{dt}=-Dk^2a_{\mathbf k},\qquad a_{\mathbf k}(t)=a_{\mathbf k}(0)\,e^{-Dk^2t}.$$

The slowest decay belongs to the smallest non-zero $k^2$. It occurs when one $n_i$ is $\pm1$ and the others vanish, which gives six wavevectors of length $k_1=2\pi/L$, or three cosines and three sines. Hence

$$\boxed{\tau=\frac{1}{Dk_1^2}=\frac{L^2}{4\pi^2D}}$$

For the numbers, $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$ and $1\ \mathrm{s}=10^{12}\ \mathrm{ps}$, so $D=10\ \mathrm{nm^2/ps}$ and

$$\tau=\frac{(20\ \mathrm{nm})^2}{4\pi^2\times10\ \mathrm{nm^2/ps}}=1.01\ \mathrm{ps}.$$

This is the time for a fall to 1/e, about 37 %. A fall to 1 % takes $\tau\ln100=4.67$ ps.

The slowest mode also bounds the whole profile. The mean square of $T-\bar T$ over the cell is $\sum|a_{\mathbf k}|^2$, because different waves are orthogonal. Every term falls at least as fast as $e^{-2t/\tau}$, so the root-mean-square (rms) difference satisfies

$$\Delta_{\rm rms}(t)\le\Delta_{\rm rms}(0)\,e^{-t/\tau}$$

for any starting profile within this model.

### (b) The hot spot

**Mean rise.** Silicon has 8 atoms per cubic unit cell, whose side we set to 0.543 nm, so the simulation cell holds $N=8(20/0.543)^3\approx4.0\times10^5$ atoms. A classical harmonic atom stores $3k_BT$, half of it kinetic and half potential. The permanent rise of the average is

$$\Delta T_{\rm mean}=\frac{E}{3Nk_B}=\frac{1000\ \mathrm{eV}}{3Nk_B}=9.68\ \mathrm K .$$

Here $E$ is the energy left in atomic motion. Energy lost to electrons and energy stored in defects are not included.

**Centre excess.** Along one axis, a normalized Gaussian and its periodic images have the Fourier series

$$g(x)=\frac1L\left[1+2\sum_{n\ge1}e^{-n^2k_1^2\sigma^2/2}\cos(nk_1x)\right],$$

because the Fourier integral of the Gaussian is $e^{-k^2\sigma^2/2}$ and the terms $\pm n$ pair into a cosine. During diffusion the term $n$ gains the factor $e^{-Dn^2k_1^2t}=e^{-n^2t/\tau}$. The three-dimensional profile is a product of three such series. At the centre every cosine equals 1, and subtracting the average leaves

$$\Delta T_c(t)=\Delta T_{\rm mean}\left(\theta^3-1\right),\qquad \theta=1+2\sum_{n\ge1}q^{n^2},\qquad q=e^{-k_1^2\sigma^2/2-t/\tau}.$$

With $k_1=0.3142\ \mathrm{nm^{-1}}$ the width contributes $k_1^2\sigma^2/2=0.308$. At $t=1$ ps the exponent is $0.308+0.987=1.295$, so $q=0.274$ and $q^4=0.006$. Then $\theta\approx1.559$, and

$$\Delta T_c(1\ \mathrm{ps})=9.68\ \mathrm K\times(1.559^3-1)\approx27\ \mathrm K .$$

The starting excess is 305 K, so the centre cools much faster than $e^{-t/\tau}$. A narrow spot contains many short waves, and these die first. Even at 1 ps the three slow cosines, 5.3 K each, supply 16 K of the 27 K.

When $q\ll1$, $\theta^3-1\approx(1+2q)^3-1\approx6q$, and the slow modes alone remain:

$$\Delta T_c\approx6\,\Delta T_{\rm mean}\,e^{-k_1^2\sigma^2/2-t/\tau}.$$

At 5 ps this is three times 0.102 K, or 0.31 K, and the full sum also gives 0.31 K.

A finite-difference solution of the three-dimensional diffusion equation, on a 0.5 nm grid with the same starting spot, gives 26.981 K at 1 ps against 26.978 K from the Fourier sum. In the same solution the rms difference at 1 ps is 0.22 of its starting value, below the bound $e^{-0.987}=0.37$.

**Can such a small difference be seen?** Suppose that one cosine amplitude is read from the kinetic energies of a single snapshot, as $a=(2/N)\sum_iT_i\cos(k_1x_i)$, where $T_i$ is the kinetic energy of atom $i$ divided by $\tfrac32k_B$. For three Maxwellian velocity components, $T_i$ has variance $\tfrac23T^2$. The squared cosine averages to $\tfrac12$, so

$$\mathrm{var}(a)=\frac{4}{N^2}\cdot\frac N2\cdot\frac{2T^2}{3}=\frac{4T^2}{3N},\qquad \sqrt{\mathrm{var}(a)}=2.19\ \mathrm K\ \text{ at 1200 K}.$$

In the diffusion model the slow cosine starts at 14.2 K and meets this noise after $\tau\ln(14.2/2.19)\approx1.9$ ps. At 5 ps its 0.10 K is hidden in a single snapshot, and averaging over many runs is needed to follow it.

### (c) Boundaries and validity

**Boundaries.** If all six faces are held at a fixed temperature, the difference from that temperature must vanish on them. The slowest mode is $\sin(\pi x/L)\sin(\pi y/L)\sin(\pi z/L)$, with $k^2=3\pi^2/L^2$. Now the average heating decays too, since energy leaves the cell. If the faces are insulating, the normal gradient vanishes there, and the slowest non-uniform mode is $\cos(\pi x/L)$, with $k^2=\pi^2/L^2$. Half a wave fits into the cell instead of a whole one, so this mode lives four times as long as the periodic one.

**Phonon flight.** Fourier's law needs many scattering events within the length over which temperature varies. To test this, let phonons of one speed $v$ scatter isotropically after a mean time $\tau_s$, with mean free path $\ell=v\tau_s$. For variation along $x$, and with $\mu$ the cosine of the angle between the flight direction and $x$, the energy distribution $f(x,\mu,t)$ obeys

$$\frac{\partial f}{\partial t}+v\mu\frac{\partial f}{\partial x}=\frac{\langle f\rangle-f}{\tau_s},\qquad \langle f\rangle=\frac12\int_{-1}^{1}f\,d\mu .$$

For slow and smooth variation, $f\approx\langle f\rangle-\ell\mu\,\partial\langle f\rangle/\partial x$. The energy flux is then $v\langle\mu f\rangle=-\tfrac13v\ell\,\partial\langle f\rangle/\partial x$, because $\langle\mu^2\rangle=\tfrac13$. This is diffusion with $D=v\ell/3$, and it requires $k_1\ell\ll1$.

Here a rough sound speed of 6 nm/ps gives $\ell=3D/v=5$ nm and $k_1\ell=1.57$. A lower speed of 3 nm/ps, meant to represent slower short-wave phonons, gives $\ell=10$ nm and $k_1\ell=3.14$. The condition fails in both cases. The transport equation was therefore solved numerically for a cosine of wavenumber $k_1$ with an isotropic start. The results stand in the table.

| Case | 1/e time (ps) |
|---|---:|
| Diffusion, periodic cell | 1.01 |
| Diffusion, faces at fixed temperature | 1.35 |
| Diffusion, insulating faces | 4.05 |
| Phonon transport, periodic, $v=6$ nm/ps | 1.61 |
| Phonon transport, periodic, $v=3$ nm/ps | 2.70 |
| Cool silicon, periodic, diffusion | 0.127 |
| Cool silicon, periodic, transport, $v=6$ nm/ps | 1.21 |

The first five rows use $D=0.1\ \mathrm{cm^2/s}$, and the last two use $0.8\ \mathrm{cm^2/s}$. For the hot periodic cell with this isotropic start, transport lengthens the time of the first fall to 1/e by a factor of 1.6 to 2.7. The decay is not exponential, so this factor is not a slower rate: at 5 ps the amplitude is 0.006 of its start for $v=6$ nm/ps, against 0.007 for diffusion, and for $v=3$ nm/ps it has changed sign. The start matters: it carries no flux, so $\langle f\rangle$ begins with zero slope, whereas the diffusion solution falls at once. A start that already carries the flux given by Fourier's law first falls to 1/e sooner, at 0.74 ps for $v=6$ nm/ps, where the lengthening is lost. For $v=3$ nm/ps it first passes 1/e at 0.66 ps but then swings to about $-0.6$ of its start, and its size stays below 1/e only after about 4.3 ps.

The opposite limit, $\ell\to\infty$, shows why a larger $D$ cannot shorten the decay without end. Phonons then fly freely, each direction gains the factor $e^{-ik_1v\mu t}$, and the average over $\mu$ is

$$\frac{\langle f\rangle(t)}{\langle f\rangle(0)}=\frac{\sin(k_1vt)}{k_1vt}.$$

The time scale is $1/(k_1v)$, whatever the value of $D$. This is why, in this single-speed model with an isotropic start, the diffusion time for the cool cell is too short by about a factor of ten.

**The real case.** The value $0.1\ \mathrm{cm^2/s}$ suits silicon at annealing temperatures. For a wafer implanted near room temperature, $0.8\ \mathrm{cm^2/s}$ is a rough value, and the last row is a better guide than the diffusion row above it, though it holds for one phonon speed only. The assumption that breaks most clearly is diffusive transport. Replacing it by the transport equation moves the periodic estimate from 1.0 ps to between 1.6 and 2.7 ps for the hot cell, and from 0.13 ps to 1.2 ps for the cool one at $v=6$ nm/ps. A lower phonon speed would lengthen the cool time further, since it is close to the free-flight limit. These values are not bounds for real silicon, whose phonons have many speeds and free paths: slow phonons that hold much of the heat can lengthen the times beyond them. The centre temperatures in (b) are less secure than the slow-mode time, because the spot is narrower than the mean free path and its short waves have still larger $k\ell$. They are results of the diffusion model only: with phonon transport the excess at 1 ps can be several times larger, and the small value at 5 ps should not be relied on even in sign.

The temperature dependence of $D$ matters less. If $D$ falls as $1/T$ from its value at 1200 K, the finite-difference solution gives a centre excess of 28.4 K instead of 27.0 K at 1 ps, a change of 5 %.

Melting is absent from the stage treated in (b), whose peak of about 1515 K lies below the melting point, set here to 1690 K. An earlier, smaller core could have melted. Part of the 1 keV could then still be latent, and the hot spot of (b) would be weaker. With a latent heat of roughly 0.52 eV per atom, 1 keV can heat to the melting point and melt at most about 1550 atoms, a sphere of radius 1.95 nm. A fraction $\phi=0.80$ of the energy is then latent. At a rough freezing-front speed of 0.015 nm/ps the sphere freezes in $t_f=130$ ps. Let $a_0$ be the slow amplitude that the whole deposit would produce if released at one point at once. For a simple average, spread the release of the latent part evenly over the freezing time. This gives

$$\frac{da}{dt}=-\frac a\tau+\frac{\phi a_0}{t_f},\qquad a_{\rm steady}=\phi a_0\frac{\tau}{t_f}=0.0063\,a_0 .$$

Freezing would thus feed a weak temperature difference long after 1 ps, at about 0.6 % of $a_0$ on average. With a constant front speed the release follows the surface of the shrinking sphere: it starts at three times the average rate and falls to zero at the end. The picosecond estimate describes how fast heat evens out once it is released; it does not give the time for the damaged region to freeze or recover. The values used here are listed in the numerical output below.

## Numbers as computed

```
cell side L: 20.0 nm
diffusivity D: 0.10 cm^2/s
diffusivity D, converted: 10.0 nm^2/ps
smallest wavenumber k1: 0.3142 1/nm
slowest decay rate D k1^2: 0.987 1/ps
slowest 1/e time tau: 1.013 ps
time to 1 percent: 4.67 ps
grid Laplacian: slowest 1/e time: 1.015 ps
grid Laplacian: next rate / slowest rate: 2.000
1/e time, six faces at fixed temperature: 1.35 ps
1/e time, insulating faces: 4.05 ps
background temperature: 1200 K
deposited energy: 1000 eV
starting hot-spot width sigma: 2.5 nm
lattice constant (rough): 0.543 nm
atoms in cell: 399743
permanent mean rise: 9.68 K
centre excess at 0 ps, Fourier sum: 304.899 K
centre excess at 0 ps, finite differences: 304.899 K
centre excess at 0 ps, D as 1/T: 304.899 K
one slow cosine amplitude at 0 ps: 14.217 K
rms difference / starting rms at 0 ps: 1.0000
centre excess at 1 ps, Fourier sum: 26.978 K
centre excess at 1 ps, finite differences: 26.981 K
centre excess at 1 ps, D as 1/T: 28.394 K
one slow cosine amplitude at 1 ps: 5.299 K
rms difference / starting rms at 1 ps: 0.2229
centre excess at 5 ps, Fourier sum: 0.310 K
centre excess at 5 ps, finite differences: 0.311 K
centre excess at 5 ps, D as 1/T: 0.329 K
one slow cosine amplitude at 5 ps: 0.102 K
rms difference / starting rms at 5 ps: 0.0040
thermal noise of one cosine amplitude: 2.19 K
mean free path for v = 6 nm/ps: 5.0 nm
k1 times mean free path, v = 6 nm/ps: 1.57
phonon transport 1/e time, v = 6 nm/ps: 1.61 ps
mean free path for v = 3 nm/ps: 10.0 nm
k1 times mean free path, v = 3 nm/ps: 3.14
phonon transport 1/e time, v = 3 nm/ps: 2.70 ps
cool silicon diffusivity (rough): 0.8 cm^2/s
cool silicon: diffusion 1/e time: 0.127 ps
cool silicon: transport 1/e time, v = 6 nm/ps: 1.21 ps
melting temperature (rough): 1690 K
latent heat (rough): 0.52 eV/atom
freezing front speed (rough): 0.015 nm/ps
upper bound on melted atoms: 1546
latent share of energy in that bound: 0.80
radius of that molten core: 1.95 nm
its freezing time: 130 ps
slow-mode share sustained by freezing: 0.63 percent
```
